# Thermionic current over a Schottky barrier and its temperature-squared prefactor

Place an observer at the summit of a Schottky barrier and ask how many electrons pass per unit area and time. If the electrons there are dilute, the barrier height \(\phi_B\) enters through the Boltzmann factor \(e^{-\phi_B/kT}\), which multiplies the occupation of every state. What remains is the flux of a gas whose energies are measured from the summit. For a parabolic band with a single mass \(m\), this flux can depend on three quantities: \(m\), \(kT\) and \(\hbar\), the last because quantum mechanics fixes the density of states. Write it as \(m^a(kT)^b\hbar^c\), with unit

\[
\mathrm{kg}^{\,a+b+c}\;\mathrm{m}^{\,2b+2c}\;\mathrm{s}^{-2b-c}.
\]

A flux has unit \(\mathrm{m^{-2}s^{-1}}\), so

\[
a+b+c=0,\qquad 2b+2c=-2,\qquad 2b+c=1 .
\]

The second equation gives \(b+c=-1\), and the first then gives \(a=1\). Subtracting \(b+c=-1\) from the third gives \(b=2\), hence \(c=-3\). With the charge \(q>0\) restored,

\[
J\propto q\,\frac{m(kT)^2}{\hbar^3}\,e^{-\phi_B/kT}.
\]

The square of the temperature is thus forced by three-dimensional space, a parabolic band and the absence of any other energy or length scale. The argument leaves open the numerical factor, the mass that counts when the band is anisotropic, and the microscopic meaning of the two powers. Counting the electrons settles all three.

Let \(x\) point from an n-type semiconductor towards the metal, normal to the contact. Measured from the bulk band edge, the electron energy is

\[
E=\frac{\hbar^2k_x^2}{2m_x}+\frac{\hbar^2k_y^2}{2m_y}+\frac{\hbar^2k_z^2}{2m_z}\equiv E_x+E_t ,
\]

where \(E_t\) collects the two transverse terms. This form describes a single valley with one principal axis along the contact normal. The bulk Fermi level lies \(\xi\) below the band edge. The barrier summit lies \(\phi_B\) above the metal Fermi level. A forward bias \(V\) raises the semiconductor Fermi level by \(qV\) relative to that of the metal, so the summit is \(\phi_B-qV\) above the semiconductor Fermi level and

\[
E_0=\phi_B-qV-\xi
\]

above the bulk band edge. I take \(J\) positive when electrons flow into the metal. For now \(\phi_B\) is held fixed as \(V\) changes.

Four assumptions define the model. The summit is many \(kT\) above both Fermi levels, so Boltzmann occupation suffices. The interface is uniform and the masses do not vary with position, so transverse wavevector and transverse energy are conserved. An electron crosses if \(k_x>0\) and \(E_x>E_0\), with neither scattering nor reflection. Finally, the electrons arriving from each side have that side's equilibrium distribution.

Each spatial state occupies \((2\pi)^3\) of wavevector space per unit volume and holds two spins. Its contribution to the current density is charge times normal velocity times occupation. The current from semiconductor to metal is therefore

\[
J_{s\to m}=2q\int\frac{dk_y\,dk_z}{(2\pi)^2}\int_{k_x>0,\;E_x>E_0}\frac{dk_x}{2\pi}\;v_x\,e^{-(\xi+E_x+E_t)/kT}.
\]

The exponential factorizes, and the two integrals can be done separately. In the normal one, \(v_x=\hbar k_x/m_x\), while \(dE_x=\hbar^2k_x\,dk_x/m_x\). Hence

\[
v_x\,dk_x=\frac{dE_x}{\hbar},
\]

and the normal mass disappears: a heavy electron moves slowly, but its states are correspondingly dense in energy. The integral becomes

\[
\int\frac{dk_x}{2\pi}\,v_xe^{-E_x/kT}
=\frac{1}{2\pi\hbar}\int_{E_0}^{\infty}e^{-E_x/kT}dE_x
=\frac{kT}{h}\,e^{-E_0/kT}.
\]

This supplies the first power of temperature. It is the width \(kT\) of the energy window above the summit, multiplied by the rate \(1/h\) per unit energy at which a one-dimensional channel delivers electrons.

For the transverse integral, use \(\int_{-\infty}^{\infty}e^{-\hbar^2k^2/2mkT}dk=\sqrt{2\pi mkT}/\hbar\) for each direction:

\[
n_t\equiv2\int\frac{dk_y\,dk_z}{(2\pi)^2}e^{-E_t/kT}
=\frac{2}{4\pi^2}\,\frac{2\pi kT\sqrt{m_ym_z}}{\hbar^2}
=\frac{m_tkT}{\pi\hbar^2},
\qquad m_t=\sqrt{m_ym_z}.
\]

This supplies the second power. Each transverse wavevector is a separate channel over the barrier, and \(n_t\) is the number of thermally open channels per unit area, spin included. Heating opens more of them because the area of a disc in the transverse wavevector plane grows linearly with the energy at its edge.

Multiplying the pieces, and using \(\xi+E_0=\phi_B-qV\), gives

\[
J_{s\to m}=q\,n_t\,\frac{kT}{h}\,e^{-(\xi+E_0)/kT}=A^*T^2e^{-(\phi_B-qV)/kT},
\]

\[
A^*=\frac{1}{T^2}\,q\,\frac{m_tkT}{\pi\hbar^2}\,\frac{kT}{2\pi\hbar}=\frac{q\,m_tk^2}{2\pi^2\hbar^3}.
\]

If the normal is tilted, with direction cosines \(l_1,l_2,l_3\) on principal axes of masses \(m_1,m_2,m_3\), all three masses enter: \(m_t\) becomes \(\sqrt{l_1^2m_2m_3+l_2^2m_1m_3+l_3^2m_1m_2}\), and equivalent valleys add their contributions. The doping has dropped out with \(\xi\). More doping puts more electrons in the bulk, but at fixed \(\phi_B\) it also makes their climb higher by the compensating amount.

The opposite current comes from metal electrons that reach the same summit. Their Fermi level is fixed and the summit is \(\phi_B\) above it, so this current does not depend on \(V\). At \(V=0\) the junction is in equilibrium and the two currents must cancel, which fixes \(J_{m\to s}=A^*T^2e^{-\phi_B/kT}\). The net current is

\[
J=A^*T^2e^{-\phi_B/kT}\left(e^{qV/kT}-1\right).
\]

For \(qV\gg kT\) it grows exponentially. For \(|qV|\ll kT\), expanding the bracket gives \(J\simeq A^*T^2e^{-\phi_B/kT}\,qV/kT\), so the small-signal conductance has a prefactor proportional to \(T\) rather than \(T^2\). Under strong reverse bias the model current saturates at \(-A^*T^2e^{-\phi_B/kT}\).

The same prefactor can be split differently. For an isotropic mass, the effective density of states and the one-way thermal velocity are

\[
N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2},\qquad v_R=\sqrt{\frac{kT}{2\pi m}},
\]

and their product is

\[
qN_cv_R=\frac{2q}{(2\pi)^2}\,\frac{(mkT)^{3/2}(kT/m)^{1/2}}{\hbar^3}=\frac{q\,m(kT)^2}{2\pi^2\hbar^3}=A^*T^2 .
\]

Here the powers are \(3/2\) from the density and \(1/2\) from the velocity. The regrouping is legitimate, but it hides the fact that the normal velocity cancels against the normal density of states.

To see what the square depends on, count by total energy. Let \(E\) now be measured from the summit, and let \(M(E)\) be the number of channels per area, with spin, whose transverse energy is below \(E\). Those transverse wavevectors fill an ellipse of area \(2\pi m_tE/\hbar^2\), so

\[
M(E)=\frac{2}{(2\pi)^2}\,\frac{2\pi m_tE}{\hbar^2}=\frac{m_tE}{\pi\hbar^2}.
\]

At fixed transverse wavevector \(v_x=\hbar^{-1}\partial E/\partial k_x\), so \(v_xdk_x=dE/\hbar\) for any band in which \(E\) rises with \(k_x>0\). Each open channel again delivers \(dE/h\), and

\[
J_{m\to s}=\frac{q}{h}\,e^{-\phi_B/kT}\int_0^\infty M(E)\,e^{-E/kT}dE .
\]

With \(M\propto E\) the integral is proportional to \((kT)^2\). If \(M\propto E^p\), substituting \(E=ukT\) gives \((kT)^{p+1}\). A two-dimensional parabolic sheet has one transverse direction and \(M\propto E^{1/2}\), hence \(T^{3/2}\). A three-dimensional cone \(E=\hbar c|\mathbf k|\) has a disc of radius \(E/\hbar c\), so \(M\propto E^2\) and the prefactor is \(T^3\). Summing velocity times occupation over wavevectors at 300 K and 358 K gives powers 2.0000, 1.5000 and 3.000 for the three bands. The exponent therefore records how fast transverse channels open with energy.

A weakly nonparabolic band, \(\hbar^2k^2/2m=E(1+\alpha E)\), has \(M=mE(1+\alpha E)/\pi\hbar^2\). Since \(\int_0^\infty E^2e^{-E/kT}dE=2(kT)^3\), the current is multiplied by \(1+2\alpha kT\). The new energy scale \(1/\alpha\) breaks the dimensional argument, and the pure square goes with it.

Fermi statistics introduce another departure. With \(z=e^{-\phi_B/kT}<1\), expand the occupation in powers of \(z\):

\[
\int_0^\infty\frac{E\,dE}{z^{-1}e^{E/kT}+1}
=\sum_{n=1}^{\infty}(-1)^{n+1}z^n\int_0^\infty Ee^{-nE/kT}dE
=(kT)^2\left(z-\frac{z^2}{4}+\frac{z^3}{9}-\dots\right).
\]

Relative to the Boltzmann result \((kT)^2z\), the leading change is \(-z/4\). At \(\phi_B=3kT\), where \(z=0.0498\), the series gives a ratio of 0.9878, and the direct sum over Fermi-occupied states gives 0.98782. For electrons leaving the semiconductor, \(\phi_B\) in \(z\) is replaced by \(\phi_B-qV\).

The factor \(T^2\) also affects how a barrier is read from data. The mean energy above the summit of a crossing electron is

\[
\langle E\rangle=\frac{\int_0^\infty E^2e^{-E/kT}dE}{\int_0^\infty Ee^{-E/kT}dE}=\frac{2(kT)^3}{(kT)^2}=2kT,
\]

one \(kT\) from normal motion and one from the two transverse directions. Now let \(\beta=1/kT\). If \(\phi_B\) does not change with temperature, the saturation current \(J_0=A^*T^2e^{-\phi_B/kT}\) obeys \(\ln J_0=\text{const}-2\ln\beta-\beta\phi_B\), so

\[
-\frac{d\ln J_0}{d\beta}=\phi_B+2kT .
\]

A plot of \(\ln J_0\) against \(1/kT\) thus returns the mean energy of the carriers that cross, not the barrier. At 300 K, \(2kT=51.7\) meV, and a 0.60 eV barrier appears as 0.652 eV. Plotting \(\ln(J_0/T^2)\) removes the shift of \(2kT\). If instead \(\phi_B=\phi_0-aT\), then

\[
e^{-\phi_B/kT}=e^{a/k}\,e^{-\phi_0/kT},
\]

so the slope gives the extrapolated \(\phi_0\) and the intercept gives \(A^*e^{a/k}\). For \(a=0.20\) meV/K and a barrier of 0.60 eV at 300 K, the plot yields 0.660 eV and an apparent constant 10.2 times too large. An intercept far from the band-mass value is thus no proof of an unusual mass.

Consider now a memory cell that switches by changing its interface barrier, for instance through charge trapped near the contact. The two states are represented by given summit heights, 0.60 eV for low resistance and 0.75 eV for high resistance; the switching process itself is not modelled. The cell is read at 0.10 V forward bias and 300 K, where \(kT=25.852\) meV. The mass is \(0.30\,m_e\), where \(m_e\) is the free-electron mass, the relative permittivity 8.5, the doping \(10^{17}\) cm\(^{-3}\) and the mobility 200 cm\(^2\)/Vs.

The Richardson constant is \(0.30\times120.17=36.05\) A/cm\(^2\)K\(^2\). In terms of channels, \(n_t=3.240\times10^{12}\) cm\(^{-2}\) and \(kT/h=6.251\times10^{12}\) s\(^{-1}\). Multiplying these by \(q\) gives \(A^*T^2=3.24\times10^6\) A/cm\(^2\), the current density if every thermal channel were filled at the Boltzmann weight of a zero barrier. For the low-resistance state,

\[
J=3.24\times10^6\;e^{-0.60/0.025852}\left(e^{0.10/0.025852}-1\right)
=2.70\times10^{-4}\times46.9=1.27\times10^{-2}\ \mathrm{A/cm^2}.
\]

An area of 100 µm\(^2\), or \(10^{-6}\) cm\(^2\), carries 12.7 nA. The high-resistance state carries 0.0382 nA. In their ratio the prefactor and the bias bracket cancel, leaving \(e^{0.15/0.025852}=331\). At 358 K, with both heights held fixed, the ratio falls to 129. Meanwhile the low-resistance current density rises to 0.406 A/cm\(^2\), a factor of 32. Of this, \(T^2\) contributes \((358/300)^2=1.42\); the exponential factors contribute the remaining 22.5. The prefactor is thus a weak part of the temperature dependence, and measuring its exponent requires an accurately known barrier.

Several neglected effects are larger than the corrections from statistics and band shape. The first is image-force lowering. An electron at distance \(s\) from the metal is attracted by its image at distance \(2s\), with force \(q^2/[4\pi\varepsilon(2s)^2]\), where \(\varepsilon\) is the permittivity. Integrating from \(s\) to infinity gives the energy \(-q^2/(16\pi\varepsilon s)\). In a depletion field \(F\), the energy near the interface is then

\[
U(s)\simeq\phi_i-qFs-\frac{q^2}{16\pi\varepsilon s},
\]

with \(\phi_i\) the barrier without image force. Setting \(U'(s)=0\) gives \(s_m=\sqrt{q/(16\pi\varepsilon F)}\). There the last two terms are equal, so the summit lies \(2qFs_m=\sqrt{q^3F/4\pi\varepsilon}\) below \(\phi_i\). The quoted heights already include this lowering at zero bias. Forward bias weakens \(F\), so the summit rises. With the full parabolic depletion potential the rise is about 2.5 meV in the low-resistance state and 2 meV in the other, multiplying the currents by 0.91 and 0.92. These values use the static permittivity; a smaller effective permittivity for a fast-moving electron would increase the shift.

The second effect is tunnelling just below the summit, together with quantum reflection just above it. A semiclassical transmission through the summit region alone, averaged over the arriving electrons, gives factors of 1.21 and 1.27. It leaves out reflection at the metal itself, where the potential changes too abruptly for a semiclassical treatment. That reflection depends on the bands of the metal and can outweigh the gain from tunnelling, so the two factors are not predictions for a real contact. The larger value belongs to the high-resistance state, whose zero-bias peak field is 0.174 MV/cm against 0.154 MV/cm. These fields, and all corrections quoted for the two states, treat each as a uniformly doped depletion layer differing only in \(\phi_i\); no trapped charge is placed in the profile.

The third effect is scattering on the way to the summit. Let \(g\) be the electron flux towards the metal, \(n\) the density and \(D=\mu kT/q\) the diffusion coefficient, with \(\mu\) the mobility. Drift and diffusion give

\[
g=D\left(\frac{dn}{ds}+\frac{n}{kT}\frac{dU}{ds}\right)
\quad\Longrightarrow\quad
\frac{d}{ds}\left(ne^{U/kT}\right)=\frac{g}{D}\,e^{U/kT}.
\]

Integrate from the summit \(s_m\) to the depletion edge \(W\). With \(U\) measured from the metal Fermi level, bulk equilibrium sets \(ne^{U/kT}=N_ce^{qV/kT}\) at \(W\). At the summit, emission minus return gives \(g=v_R(n_m-n_0)\), where \(n_m\) is the density there and \(n_0=N_ce^{-U_m/kT}\) its equilibrium value, with \(U_m=U(s_m)\). Substituting \(n_m=n_0+g/v_R\) and dividing by \(e^{U_m/kT}\),

\[
n_0\left(e^{qV/kT}-1\right)=\frac{g}{v_R}+\frac{g}{v_D},\qquad
\frac1{v_D}=\frac1D\int_{s_m}^{W}e^{(U-U_m)/kT}ds .
\]

The thermionic current is therefore multiplied by \(1/(1+v_R/v_D)\). It is recovered when diffusion supplies electrons faster than the summit emits them, \(v_D\gg v_R\). In the opposite limit the flux becomes \(v_Dn_0(e^{qV/kT}-1)\), and \(T^2\) gives way to the temperature dependence of \(N_cv_D\): a power \(3/2\) from \(N_c\), together with whatever the diffusion coefficient and the barrier integral contribute. For the low-resistance state, \(v_R=4.91\times10^6\) cm/s and \(v_D=1.72\times10^7\) cm/s, giving 0.78; the high-resistance state gives 0.80. These factors are rough estimates. The integral in \(1/v_D\), equal to \(D/v_D\), is about 3 nm, while the mean free path, the mean thermal speed \(4v_R\) times the scattering time \(\mu m/q\), is about 7 nm. A local drift–diffusion law strictly requires the mean free path to be the shorter of the two.

Combining the three effects, with the tunnelling factor multiplying \(v_R\) in the series formula, gives overall factors of 0.82 and 0.89, still without reflection at the metal. The resistance ratio changes from 331 to about 300. Within this estimate tunnelling raises the current while scattering lowers it, so the two partly cancel. Reflection at the metal would lower both currents further. As long as both states keep the uniform depletion shape assumed here, it affects them similarly and changes their ratio much less than the currents themselves. That condition is restrictive. Charge trapped a few nanometres from the metal moves the summit to the trapped layer and reshapes it, which changes tunnelling, reflection and the bias shift in the high-resistance state alone; the corrected ratio can then lie far from 300 even with the same summit heights.

The parameters lie roughly in the regime of a metal contact on crystalline n-type zinc oxide. The mobility is that of a good crystal; deposited films can be far below it. At 57 cm\(^2\)/Vs the low-resistance current would be halved by diffusion, and at 20 cm\(^2\)/Vs, with the barrier profile unchanged, the factor would be \(1/(1+57/20)=0.26\). The area suits a test structure rather than a dense array: a cell of 0.01 µm\(^2\) at the same current density would carry \(10^4\) times less. Real contacts also break the assumption of a uniform barrier. If regions wide compared with the depletion width conduct in parallel, with a Gaussian spread \(\sigma\) of heights about the mean, completing the square gives

\[
\int\frac{d\delta}{\sqrt{2\pi}\,\sigma}\,e^{-\delta^2/2\sigma^2-\delta/kT}=e^{\sigma^2/2(kT)^2}.
\]

A chosen spread of 30 meV nearly doubles the current, by a factor of 1.96, which exceeds each of the three corrections above. An equal spread in both states leaves their ratio unchanged at a given temperature, but it bends the Richardson plot because the exponent contains \(1/T^2\).

The remaining effects are small for these numbers. Degeneracy changes the forward flux by a relative \(10^{-9}\), nonparabolicity with \(\alpha=0.15\) eV\(^{-1}\) by 0.8%, and a 10% increase of one transverse mass by 4.9%, as \(\sqrt{1.1}\) requires. Treating a 500 nm layer as a series resistor gives a voltage drop of \(2\times10^{-7}\) V in the low-resistance state. The numerical output lists the currents and the three larger corrections for both states.

## Calculated quantities

```
Temperature: 300 K; kT = 25.852 meV; read bias 0.10 V
Mass 0.30 m_e; relative permittivity 8.5
Doping 1.0e+17 cm^-3; mobility 200 cm2/Vs
Cell area 100 um2; layer thickness 500 nm
N_c = 4.123e+18 cm^-3; xi = 0.0962 eV
Free-electron Richardson constant: 120.17 A/cm2K2
A* counted from the distribution: 36.052 A/cm2K2
A* from the formula: 36.052 A/cm2K2
Open transverse channels n_t: 3.2398e+12 cm^-2
Normal crossing rate kT/h: 6.2510e+12 s^-1
Prefactor A*T^2: 3.2447e+06 A/cm2
Emission velocity v_R: 4.911e+06 cm/s
Power of T, 3D parabolic band: 2.0000
Power of T, 2D parabolic band: 1.5000
Power of T, 3D conical band: 3.000
Mean energy above summit: 51.70 meV
Arrhenius slope energy for 0.60 eV barrier: 0.6517 eV
Barrier drift a: 0.20 meV/K; phi_0 = 0.660 eV
Richardson-plot barrier: 0.6600 eV
Apparent A* / true A*: 10.18
Fermi/Boltzmann flux ratio at phi = 3kT: 0.98782
[low-resistance] barrier 0.60 eV
  saturation J: 2.702e-04 A/cm2
  read J: 1.266e-02 A/cm2
  read current: 12.66 nA
  summit rise with bias: 2.51 meV; factor 0.908
  tunnelling and reflection factor: 1.209
  diffusion velocity: 1.724e+07 cm/s; factor 0.778
  mobility for factor one half: 57.0 cm2/Vs
  combined correction factor: 0.816
  peak field at zero bias: 0.154 MV/cm
  depletion width at read: 65.4 nm
[high-resistance] barrier 0.75 eV
  saturation J: 8.161e-07 A/cm2
  read J: 3.824e-05 A/cm2
  read current: 0.03824 nA
  summit rise with bias: 2.05 meV; factor 0.924
  tunnelling and reflection factor: 1.272
  diffusion velocity: 1.990e+07 cm/s; factor 0.802
  mobility for factor one half: 49.4 cm2/Vs
  combined correction factor: 0.894
  peak field at zero bias: 0.174 MV/cm
  depletion width at read: 75.6 nm
Read-current ratio at 300 K: 331.0
Read-current ratio at 358 K: 129.3
Ratio at 300 K with combined corrections: 302.1
Low-resistance read J at 358 K: 4.060e-01 A/cm2
Barrier spread 30 meV: current factor 1.961
Degeneracy error, low-resistance state: 1.0e-09 (relative)
Nonparabolicity 0.15 /eV: current factor 1.0078
One transverse mass 10% larger: current factor 1.0488
Series voltage, low-resistance state: 2.0e-07 V
```
